# Particle-Hole Symmetry, Half Filling and Next-Neighbour Hopping in the Hubbard Model

A lattice of one-orbital sites exchanges electrons with a reservoir at chemical potential $\mu$. Each site holds at most two electrons, and half filling means one electron per site on average. When the temperature changes, the weights of all many-electron states change, and one would expect to have to readjust $\mu$ to keep the density at one. On some lattices no readjustment is needed: the value $\mu=U/2$ gives half filling at every temperature, whatever the strength of the hopping. The reason is a symmetry between electrons and holes, and a uniform hopping between next neighbours removes it when the hops then close triangles.

## The model and its atomic limit

Take a finite lattice of $L$ sites. In atomic units, with $\beta=1/(k_BT)$, let

$$
H=-\sum_{i<j,\sigma}t_{ij}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad K=H-\mu N. \tag{1}
$$

Here $n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}$, $n_i=n_{i\uparrow}+n_{i\downarrow}$ and $N=\sum_i n_i$. The $t_{ij}$ are real, all sites have the same orbital energy, chosen as zero, and $U$ may have either sign. Thermal averages are $\langle X\rangle=\mathrm{Tr}(Xe^{-\beta K})/\mathrm{Tr}\,e^{-\beta K}$, with the trace over all particle numbers.

Without hopping, each site has four states: empty, with $K=0$; singly occupied with either spin, with $K=-\mu$; and doubly occupied, with $K=U-2\mu$. Put $x=e^{\beta\mu}$ and $y=e^{\beta(2\mu-U)}$. Then

$$
\langle n_i\rangle=\frac{2x+2y}{1+2x+y}. \tag{2}
$$

This equals 1 when $2x+2y=1+2x+y$, that is, when $y=1$ and $\mu=U/2$. At this value the empty and doubly occupied states have equal weight, so their mean occupation is one. The task is to show that hopping preserves this balance on a bipartite lattice.

A lattice is bipartite if its sites divide into sets $A$ and $B$ such that every hop joins an $A$ site to a $B$ site. Define $\varepsilon_i=+1$ on $A$ and $\varepsilon_i=-1$ on $B$. We allow nearest-neighbour hopping $t$, which joins $A$ to $B$, and next-neighbour hopping $t'$, which joins sites of the same set. The bipartite case is $t'=0$.

## A unitary operator that exchanges electrons and holes

We want a unitary $W$ with

$$
Wc_{i\sigma}W^{-1}=\varepsilon_i c^\dagger_{i\sigma}. \tag{3}
$$

It can be built explicitly. Let $m$ label a site and spin together, and set $\gamma_m=c_m+c_m^\dagger$. This operator is Hermitian, and $\gamma_m^2=c_mc_m^\dagger+c_m^\dagger c_m=1$, so it is unitary and its own inverse. Since $c_m^2=0$,

$$
\gamma_mc_m\gamma_m=c_m^\dagger c_m(c_m+c_m^\dagger)=c_m^\dagger c_mc_m^\dagger=c_m^\dagger(1-c_m^\dagger c_m)=c_m^\dagger. \tag{4}
$$

For a different mode $k\neq m$, anticommutation gives $\gamma_mc_k\gamma_m=-c_k\gamma_m^2=-c_k$, and likewise for $c_k^\dagger$. Let $G$ be the product of all $2L$ operators $\gamma_m$. One factor turns $c_k$ into $c_k^\dagger$, and the other $2L-1$ factors each give a minus sign. As $2L-1$ is odd, $Gc_kG^{-1}=-c_k^\dagger$.

The sublattice sign comes from $P_A=\prod_{i\in A,\sigma}(1-2n_{i\sigma})$. Each factor is $+1$ on an empty mode and $-1$ on a filled one. Because $c_{i\sigma}$ takes a filled mode to an empty one, $P_Ac_{i\sigma}P_A^{-1}=-c_{i\sigma}$ on $A$, while operators on $B$ are unchanged. With $W=GP_A$, an $A$ operator acquires two minus signs and a $B$ operator one. This is Eq. (3). Its adjoint is $Wc^\dagger_{i\sigma}W^{-1}=\varepsilon_ic_{i\sigma}$.

## How each term of the Hamiltonian changes

For the occupation, the two signs multiply to $\varepsilon_i^2=1$:

$$
Wn_{i\sigma}W^{-1}=c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma},\qquad WNW^{-1}=2L-N. \tag{5}
$$

For a hop between different sites,

$$
Wc^\dagger_{i\sigma}c_{j\sigma}W^{-1}=\varepsilon_i\varepsilon_jc_{i\sigma}c^\dagger_{j\sigma}=-\varepsilon_i\varepsilon_jc^\dagger_{j\sigma}c_{i\sigma}. \tag{6}
$$

The minus sign comes from exchanging two fermion operators. The direction of the hop is reversed, but Eq. (1) contains both directions with the same real coefficient. The whole bond term is therefore multiplied by $-\varepsilon_i\varepsilon_j$. This factor is $+1$ for a bond between $A$ and $B$, and $-1$ for a bond within one set. Thus $t$ is unchanged and $t'$ becomes $-t'$. Without the sublattice sign, that is with $W=G$, every $\varepsilon_i$ would equal $-1$, so $\varepsilon_i\varepsilon_j=+1$ on every bond and $t$ would change sign as well.

The interaction becomes

$$
U(1-n_{i\uparrow})(1-n_{i\downarrow})=U-U(n_{i\uparrow}+n_{i\downarrow})+Un_{i\uparrow}n_{i\downarrow}, \tag{7}
$$

and the reservoir term becomes $-\mu(2L-N)=-2\mu L+\mu N$. Summing Eq. (7) over sites and adding this, the constants are $(U-2\mu)L$ and the terms linear in $N$ are $-(U-\mu)N$. The latter is the reservoir term for chemical potential $U-\mu$. Hence

$$
WK(\mu,t')W^{-1}=K(U-\mu,-t')+(U-2\mu)L. \tag{8}
$$

## The density theorem

The trace is unchanged by a unitary transformation. Applying $W$ in the numerator and denominator of $\langle n_i\rangle$, and using Eqs. (5) and (8), gives

$$
\langle n_i\rangle_{\mu,t'}
=\frac{\mathrm{Tr}\left[(2-n_i)e^{-\beta K(U-\mu,-t')}\right]}{\mathrm{Tr}\,e^{-\beta K(U-\mu,-t')}}
=2-\langle n_i\rangle_{U-\mu,-t'}. \tag{9}
$$

The constant in Eq. (8) has cancelled. If $t'=0$ and $\mu=U/2$, both sides refer to the same system, so $\langle n_i\rangle=2-\langle n_i\rangle$ and

$$
\boxed{\langle n_i\rangle=1\quad\text{for every site and every }T>0,\ \text{if }t'=0\text{ and }\mu=U/2.} \tag{10}
$$

The sites need not be equivalent: corner and interior sites of an open cluster obey the same result.

No other chemical potential gives mean density one. Since $N$ commutes with $H$, differentiating $\langle N\rangle$ with respect to $\mu$ gives

$$
\frac{\partial\langle N\rangle}{\partial\mu}=\beta\left(\langle N^2\rangle-\langle N\rangle^2\right)>0. \tag{11}
$$

The inequality is strict because at finite temperature every particle number from 0 to $2L$ has positive weight. The density rises steadily with $\mu$ and passes through one only once.

Two conditions deserve attention. First, Eq. (10) concerns the thermal average, not each individual ground state. An attractive three-site chain with $t=0.5$ eV, $U=-4$ eV and $\mu=-2$ eV shows the difference. Its lowest values of $E-\mu N$ are $-0.354$ eV for both $N=2$ and $N=4$, but $1.123$ eV for $N=3$. Neither kind of ground state has one electron per site, yet their equally weighted mixture does.

Second, the site-by-site result rests on equal site energies. A staggered term $v\sum_i\varepsilon_in_i$ becomes $v\sum_i\varepsilon_i(2-n_i)$, so its operator part changes sign. If a mirror of the cluster exchanges $A$ and $B$, it reverses $v$ again, and the mean density at $\mu=U/2$ is still one, while the individual site densities in general are not. The theorem therefore does not fix the site densities of a state selected by such a field, including one selected in an infinite system by a field that is afterwards taken to zero.

## Why next-neighbour hopping breaks the result

With $t'\neq0$ and $\mu=U/2$, Eq. (9) relates two different systems. It says that $\langle n_i\rangle-1$ is odd in $t'$, but this alone does not show that it is nonzero. A high-temperature expansion settles the question.

At $\mu=U/2$ the interaction and reservoir terms combine as

$$
Un_{i\uparrow}n_{i\downarrow}-\tfrac U2(n_{i\uparrow}+n_{i\downarrow})
=U(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)-\tfrac U4. \tag{12}
$$

The constant $-U/4$ does not affect averages and is dropped. Write the remaining operator as $\bar K=T_1+T_2+V$, where $T_1$ contains the $t$ hops, $T_2$ the $t'$ hops, and $V$ the interaction in Eq. (12). Let $Q=N-L$ and $\langle X\rangle_0=\mathrm{Tr}X/4^L$. Then

$$
\langle Q\rangle=
\frac{\langle Q\rangle_0-\beta\langle Q\bar K\rangle_0+\frac{\beta^2}{2}\langle Q\bar K^2\rangle_0-\frac{\beta^3}{6}\langle Q\bar K^3\rangle_0+\cdots}
{1-\beta\langle\bar K\rangle_0+\cdots}. \tag{13}
$$

Under $W$, $Q$ and $T_2$ change sign, whereas $T_1$ and $V$ do not. A trace containing one $Q$ can therefore be nonzero only if it contains an odd number of $T_2$ factors. It must also restore the occupation of every site and spin, because a trace sums diagonal matrix elements. The operators $Q$ and $V$ are diagonal and move no electron. The possible terms are then as follows.

- **Orders 0 and 1.** $\langle Q\rangle_0$ contains no $T_2$, and $\langle QT_2\rangle_0$ contains a single hop, which cannot restore the occupations. Both vanish.
- **Order 2.** One $T_2$ is accompanied by $V$ or $T_1$. The first case has a single hop; the second has two hops on different bonds. Neither restores the occupations.
- **Order 3.** Terms with one $T_2$ and two $V$, or with one each of $T_2$, $T_1$ and $V$, vanish for the same reasons. What remains is $T_2$ with two $T_1$, or three $T_2$.

Three hops restore all occupations only if they have the same spin and run round a triangle: a forward and backward hop on one bond would leave the third hop uncompensated. Thus $U$ does not enter the coefficient of $\beta^3$. The denominator of Eq. (13) starts at one and does not alter this leading coefficient. We may calculate it with $U=0$.

For free electrons at $\mu=0$, let $h$ be the $L\times L$ one-particle matrix, with $h_{ij}=-t_{ij}$ and zero diagonal. An orbital of energy $e$ has occupation

$$
f(e)=\frac1{e^{\beta e}+1}=\frac12-\frac12\tanh\frac{\beta e}{2}
=\frac12-\frac{\beta e}{4}+\frac{\beta^3e^3}{48}+\cdots. \tag{14}
$$

The last step uses $\tanh z=z-z^3/3+\cdots$. Sum over orbitals, multiply by two for spin, and subtract $L$. The linear term vanishes because $\mathrm{Tr}\,h=0$, leaving

$$
\langle Q\rangle=\frac{\beta^3}{24}\mathrm{Tr}\,h^3+O(\beta^4). \tag{15}
$$

The trace of $h^3$ sums closed three-step walks. Each triangle gives six, from three starting points and two directions. Let $M_1$ be the number of triangles with two $t$ bonds and one $t'$ bond, and $M_3$ the number with three $t'$ bonds. Other triangles are impossible, since a closed walk must cross between $A$ and $B$ an even number of times. The products of matrix elements are $(-t)^2(-t')=-t^2t'$ and $(-t')^3=-t'^3$, so

$$
\boxed{\langle N\rangle-L=-\frac{\beta^3}{4}\left(t^2t'M_1+t'^3M_3\right)+O(\beta^4).} \tag{16}
$$

For uniform $t'$ the two terms have the same sign and cannot cancel. Next neighbours in the sense used here share a nearest neighbour, so $M_1\geq1$. Hence for $t\neq0$ and $t'\neq0$ the density differs from one at sufficiently high finite temperature. It is below one for $t'>0$ and above one for $t'<0$ in that regime.

On the infinite square lattice there are two diagonal bonds per site, and the ends of each diagonal share two nearest neighbours. This gives $M_1/L=4$. Three diagonal steps cannot close, because their horizontal displacement is a sum of three terms $\pm1$ and is odd; hence $M_3=0$. Equation (16) becomes $n-1=-\beta^3t^2t'+O(\beta^4)$, where $n=\langle N\rangle/L$.

For a transformation of the form (3), the obstacle is the odd loop. A sign choice that preserves every hop needs $\varepsilon_i\varepsilon_j=-1$ on each bond. Round a triangle the product of these three conditions is $-1$, but every $\varepsilon_i$ appears twice, so the product must be $+1$. Triangles do not always shift the mean density, however. If the two diagonals of each square carry opposite amplitudes $t'$ and $-t'$, a mirror of the lattice interchanges them and so reverses $t'$. Equation (9) at $\mu=U/2$ then makes the densities of a site and its mirror image add to 2, and the mean density is one at every temperature, although single sites of an open cluster can deviate from one. Same-sublattice hopping alone need not create this conflict. If $t=0$, the diagonals of a $2\times3$ cluster form two separate three-site chains. These are bipartite under a new choice of signs, and density one returns at $\mu=U/2$.

The chemical potential $\mu_1$ that restores half filling follows from Eq. (11). At infinite temperature each of the two modes on a site is filled with probability $1/2$, independently of the others. Its variance is $1/4$, so the variance of $N$ is $L/2$. To leading order,

$$
0=\langle Q\rangle_{\mu=U/2}+\frac{\beta L}{2}\left(\mu_1-\frac U2\right),
$$

and inserting Eq. (16) gives

$$
\mu_1-\frac U2=\frac{\beta^2}{2L}\left(t^2t'M_1+t'^3M_3\right)+O(\beta^3). \tag{17}
$$

## A six-site example

Consider an open $2\times3$ rectangle with $t=0.5$ eV and $U=4$ eV, solved by full diagonalization. The symmetric chemical potential is $U/2=2$ eV, or $0.0735$ hartree. For $t'=0$ the computed density is one at all four temperatures below. For diagonal hopping $t'=0.2$ eV the results are:

| $T$ (K) | $n-1$ at $\mu=U/2$ | $\mu_1-U/2$ (eV) |
|---:|---:|---:|
| 1000 | $-3.1\times10^{-7}$ | 0.061 |
| 3000 | $-1.8\times10^{-4}$ | 0.012 |
| 10000 | $-1.6\times10^{-3}$ | 0.014 |
| 30000 | $-5.1\times10^{-4}$ | 0.0042 |

The broken symmetry also shows in the individual sites. At 3000 K and $\mu=U/2$, a corner site has density 0.99993 and a middle site 0.99960.

Equation (9) can be seen away from half filling. At 3000 K, the densities at $\mu=0.5$ and $3.5$ eV are 0.7999 and 1.2001 for $t'=0$, with sum 2. For $t'=0.2$ eV they are 0.7555 and 1.1836, with sum 1.9391. Reversing $t'$ in the second system changes its density to 1.2445 and restores the sum 2.

**High temperature.** The two squares of the rectangle each contain four triangles, so $M_1=8$ and $M_3=0$. Equation (16) predicts

$$
\frac{\langle N\rangle-L}{\beta^3}\to-\frac{(0.5)^2(0.2)(8)}4=-0.100\ \text{eV}^3,
$$

and Eq. (17) predicts $(\mu_1-U/2)/\beta^2\to0.0333\ \text{eV}^3$. Diagonalization of the interacting cluster, extrapolated to $\beta=0$, gives $-0.1000$ and $0.0333\ \text{eV}^3$. At 30000 K, where $k_BT=2.585$ eV, the leading law gives $n-1=-0.100/(6\times2.585^3)=-9.6\times10^{-4}$, nearly twice the computed magnitude. Here $\beta U\approx1.5$ is not small, so the leading term is not yet sufficient.

**Low temperature.** Let $E_0(N)$ be the lowest energy of $H$ with $N$ electrons, and define $\mu_-=E_0(L)-E_0(L-1)$ and $\mu_+=E_0(L+1)-E_0(L)$. Relative to the lowest state with $N=L$, removing an electron costs $\mu-\mu_-$ in $K$, and adding one costs $\mu_+-\mu$. If $N=L$ has the lowest $E_0(N)-\mu N$ of all particle numbers, the other sectors are suppressed exponentially and $n\to1$ as $T\to0$, even without particle-hole symmetry.

For $t'=0.2$ eV the edges are $\mu_-=0.848$ eV and $\mu_+=3.357$ eV, so $U/2=2$ eV lies between them. This is consistent with the very small deviation at 1000 K. The gap midpoint is nevertheless 2.103 eV, not 2 eV; for $t'=0$ the edges are 0.641 and 3.359 eV, centred on $U/2$. When the neighbouring sectors $N=L\pm1$ dominate the charge fluctuations, half filling requires their weights to balance. As $T\to0$ this places $\mu_1$ at the midpoint, 0.103 eV above $U/2$. The shift of 0.061 eV at 1000 K has not reached that limit.

That $U/2$ lies in the half-filling gap is not guaranteed. With $U=0$ and the same hopping, the one-particle levels are $-1.490$, $-0.500$, $0.076$, $0.490$, $0.500$ and $0.924$ eV. At $\mu=0$ and low temperature the two negative levels hold four electrons, giving $n=4/6=0.667$; the computed density at 100 K is 0.6667. Here $\mu=0$ lies in the four-electron gap, below the half-filling gap that runs from $0.076$ to $0.490$ eV. Next-neighbour hopping can therefore move the density far from one even in the low-temperature limit, whereas on the bipartite lattice Eq. (10) holds with or without a gap.

The numerical check also confirms the operator mapping in Eq. (8) on a $2\times2$ cluster.

## Computed results

```
t = 0.50 eV, tp = 0.20 eV, U = 4.00 eV, sites L = 6
symmetric chemical potential U/2 = 2.0000 eV = 0.07350 hartree
largest matrix error of the 2x2 operator mapping = 3.6e-15 eV
2x3 cluster at mu = U/2; mu1 is the chemical potential giving n = 1
T =   1000 K, kT = 0.0862 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -3.136e-07, mu1-U/2 = 0.06135 eV
T =   3000 K, kT = 0.2585 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -1.792e-04, mu1-U/2 = 0.01226 eV
T =  10000 K, kT = 0.8617 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -1.617e-03, mu1-U/2 = 0.01370 eV
T =  30000 K, kT = 2.5852 eV: n(tp=0) = 1.0000000000, n(tp)-1 = -5.110e-04, mu1-U/2 = 0.00423 eV
T = 3000 K, mu = 0.5 and 3.5 eV, mean densities:
  tp = 0: 0.799882 + 1.200118 = 2.000000
  tp = 0.2: 0.755527 + 1.183597 = 1.939124
  second density with -tp: 1.244473, sum = 2.000000
T = 3000 K, mu = U/2, tp = 0.2 eV: corner site n = 0.999930, middle site n = 0.999602
charge-gap edges, tp = 0: 0.6406 and 3.3594 eV, midpoint 2.0000 eV
charge-gap edges, tp = 0.2 eV: 0.8482 and 3.3574 eV, midpoint 2.1028 eV
U = 0 one-particle levels with tp (eV): -1.490 -0.500 0.076 0.490 0.500 0.924
U = 0, mu = 0, T = 100 K, with tp: n = 0.6667
triangles in 2x3 cluster: M1 = 8, M3 = 0
(<N>-L)/beta^3 as beta -> 0: diagonalization -0.100006, triangle law -0.100000 eV^3
(mu1-U/2)/beta^2 as beta -> 0: diagonalization 0.033335, triangle law 0.033333 eV^3
free square lattice with tp, U = 0, mu = 0:
  T = 10000 K: n-1 = -4.1844e-02, triangle law -7.8136e-02
  T = 30000 K: n-1 = -2.6476e-03, triangle law -2.8939e-03
  T = 100000 K: n-1 = -7.7489e-05, triangle law -7.8136e-05
attractive 3-site chain, U = -4.0 eV, mu = -2.0 eV:
  lowest E-mu*N for N = 2, 3, 4: -0.35386, 1.12260, -0.35386 eV
  thermal mean density at 300 K = 1.0000000000
```
